# Neumann's Mutual Inductance from the Darwin Interaction of Moving Charges: verification in Python

```python
"""
Result under test: the Darwin interaction summed over the carriers of two
closed circuits equals M*I1*I2, with Neumann's mutual inductance
    M = mu0/(4 pi) * double loop integral of (dl1 . dl2)/r.
Symbols: r = distance between a point of loop 1 and a point of loop 2,
n = unit vector from loop 2 to loop 1, t1, t2 = unit tangents,
s1, s2 = arc lengths.
    Gaunt-like kernel  G = t1.t2/r
    radial kernel      R = (t1.n)(t2.n)/r
    Breit-like kernel  B = (G + R)/2
Claim: B - G = (1/2) d^2 r/(ds1 ds2), which integrates to zero on a loop.
All quantities are in SI units unless a printed label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import mu_0, c as light_speed

PREF = mu_0 / (4 * np.pi)
radius1, radius2 = 0.10, 0.06
tilt = np.radians(30.0)
center2 = np.array([0.03, 0.0, 0.05])
current1, current2 = 2.0, 3.0
axis_u = np.array([np.cos(tilt), 0.0, -np.sin(tilt)])
axis_v = np.array([0.0, 1.0, 0.0])
normal2 = np.cross(axis_u, axis_v)


def loop1(angle):
    """Points and unit tangents of loop 1."""
    angle = np.atleast_1d(angle)
    zero = np.zeros_like(angle)
    points = radius1 * np.stack([np.cos(angle), np.sin(angle), zero], axis=-1)
    tangents = np.stack([-np.sin(angle), np.cos(angle), zero], axis=-1)
    return points, tangents


def loop2(angle, center=center2):
    """Points and unit tangents of loop 2."""
    angle = np.atleast_1d(angle)[:, None]
    points = center + radius2 * (np.cos(angle) * axis_u + np.sin(angle) * axis_v)
    tangents = -np.sin(angle) * axis_u + np.cos(angle) * axis_v
    return points, tangents


def distance(angle1, angle2):
    return np.linalg.norm(loop1(angle1)[0][0] - loop2(angle2)[0][0])


def kernels(angle1, angle2, center=center2):
    """Matrices of the Gaunt-like and radial kernels, in 1/m."""
    p1, t1 = loop1(angle1)
    p2, t2 = loop2(angle2, center)
    sep = p1[:, None, :] - p2[None, :, :]
    r = np.linalg.norm(sep, axis=-1)
    gaunt = (t1 @ t2.T) / r
    along1 = np.einsum('ijk,ik->ij', sep, t1)
    along2 = np.einsum('ijk,jk->ij', sep, t2)
    return gaunt, along1 * along2 / r**3


def integrate(angle1, weight1, angle2, weight2, center=center2):
    """Double integrals (Gaunt, radial, Breit) times mu0/4pi, in henry."""
    gaunt, radial = kernels(angle1, angle2, center)
    scale = PREF * radius1 * radius2
    g = scale * (weight1 @ gaunt @ weight2)
    q = scale * (weight1 @ radial @ weight2)
    return g, q, 0.5 * (g + q)


# --- Coulomb-gauge vector potential of a slowly moving charge -------------
# Units here: mu0*q/(4 pi) = 1, so phi/c^2 = 1/r.
X = sp.symbols('x y z', real=True)
V = sp.symbols('vx vy vz', real=True)
r_sym = sp.sqrt(sum(x**2 for x in X))
v_dot_x = sum(v * x for v, x in zip(V, X))
A_sym = [(v / r_sym + x * v_dot_x / r_sym**3) / 2 for v, x in zip(V, X)]
chi = -v_dot_x / (2 * r_sym)
dphi_dt = -sum(v * sp.diff(1 / r_sym, x) for v, x in zip(V, X))
residuals = [sum(sp.diff(A, x) for A, x in zip(A_sym, X))]
for A, v, x in zip(A_sym, V, X):
    residuals.append(sum(sp.diff(A, w, 2) for w in X) - sp.diff(dphi_dt, x))
    residuals.append(A - v / r_sym - sp.diff(chi, x))
for place in [(1, 2, 2), (2, -3, 6), (-4, 4, 7)]:
    for expression in residuals:
        assert sp.expand(expression.subs(dict(zip(X, place)))) == 0

# --- pointwise identity, by a finite difference of the distance -----------
th0, ph0, h = 0.7, 2.0, 1e-3
g0, q0 = (float(m[0, 0]) for m in kernels(th0, ph0))
b0 = 0.5 * (g0 + q0)
mixed = (distance(th0 + h, ph0 + h) - distance(th0 + h, ph0 - h)
         - distance(th0 - h, ph0 + h) + distance(th0 - h, ph0 - h))
mixed /= 4 * h**2 * radius1 * radius2
# truncation error of the central difference is of relative order h^2
assert abs((b0 - g0) - 0.5 * mixed) < 1e-4 / distance(th0, ph0)
assert abs(b0 - g0) > 1e-2 / distance(th0, ph0)

# --- closed loops: both kernels against the Biot-Savart flux --------------
n_sites = 400
ang = 2 * np.pi * np.arange(n_sites) / n_sites
w = np.full(n_sites, 2 * np.pi / n_sites)
M_gaunt, M_radial, M_breit = integrate(ang, w, ang, w)


def field_per_ampere(points):
    """Biot-Savart field of loop 1 for unit current, in T/A."""
    p1, t1 = loop1(ang)
    sep = points[:, None, :] - p1[None, :, :]
    r3 = np.linalg.norm(sep, axis=-1)**3
    element = radius1 * w[0] * t1
    return PREF * np.sum(np.cross(element[None], sep) / r3[..., None], axis=1)


node, gw = np.polynomial.legendre.leggauss(30)
rho = 0.5 * radius2 * (node + 1)
rho_w = 0.5 * radius2 * gw * rho
n_phi = 120
phi = 2 * np.pi * np.arange(n_phi) / n_phi
rim = np.cos(phi)[:, None] * axis_u + np.sin(phi)[:, None] * axis_v
disk = (center2 + rho[:, None, None] * rim[None]).reshape(-1, 3)
disk_w = np.repeat(rho_w, n_phi) * 2 * np.pi / n_phi
M_flux = float(disk_w @ (field_per_ampere(disk) @ normal2))
assert abs(M_gaunt / M_flux - 1) < 1e-8
assert abs(M_breit / M_flux - 1) < 1e-8
assert abs(M_radial / M_flux - 1) < 1e-8

# --- Darwin sum over moving charges with random thermal velocities --------
drift = 1.0e5
charge1 = current1 * 2 * np.pi * radius1 / (n_sites * drift)
charge2 = current2 * 2 * np.pi * radius2 / (n_sites * drift)
p1, t1 = loop1(ang)
p2, t2 = loop2(ang)
sep = p1[:, None, :] - p2[None, :, :]
r = np.linalg.norm(sep, axis=-1)
tensor = (np.eye(3)[None, None] / r[..., None, None]
          + sep[..., :, None] * sep[..., None, :] / r[..., None, None]**3) / 2
tensor = tensor.transpose(0, 2, 1, 3).reshape(3 * n_sites, 3 * n_sites)
rng = np.random.default_rng(12345)
n_draws = 2000
vel1 = drift * (t1.ravel() + rng.standard_normal((n_draws, 3 * n_sites)))
vel2 = drift * (t2.ravel() + rng.standard_normal((n_draws, 3 * n_sites)))
samples = PREF * charge1 * charge2 * np.sum((vel1 @ tensor) * vel2, axis=1)
L_mean = samples.mean()
L_error = samples.std(ddof=1) / np.sqrt(n_draws)
L_neumann = M_gaunt * current1 * current2
# statistical tolerance: four standard errors of the mean
assert abs(L_mean - L_neumann) < 4 * L_error
assert L_error < 0.02 * abs(L_neumann)

# --- force: gradient of the Breit-kernel M against the Lorentz force ------
dz = 1e-5
shift = np.array([0.0, 0.0, dz])
M_up = integrate(ang, w, ang, w, center2 + shift)[2]
M_down = integrate(ang, w, ang, w, center2 - shift)[2]
slope = (M_up - M_down) / (2 * dz)
force_gradient = current1 * current2 * slope
force_lorentz = current1 * current2 * np.sum(
    np.cross(radius2 * w[0] * t2, field_per_ampere(p2)), axis=0)[2]
assert abs(force_gradient / force_lorentz - 1) < 1e-5

# --- open arcs: the difference survives unless one path is closed ---------
node, gw = np.polynomial.legendre.leggauss(100)
half, half_w = 0.5 * np.pi * (node + 1), 0.5 * np.pi * gw
open_g, _, open_b = integrate(half, half_w, half, half_w)
corners = (distance(np.pi, np.pi) - distance(np.pi, 0.0)
           - distance(0.0, np.pi) + distance(0.0, 0.0))
open_predicted = 0.5 * PREF * corners
assert abs(open_b - open_g - open_predicted) < 1e-8 * abs(open_predicted)
mix_g, _, mix_b = integrate(ang, w, half, half_w)
assert abs(mix_b - mix_g) < 1e-8 * abs(mix_g)

# --- nonuniform currents on closed loops ----------------------------------
profile = 1 + 0.5 * np.cos(ang)
profile_slope = -0.5 * np.sin(ang)
non_g, _, non_b = integrate(ang, w * profile, ang, w * profile)
non_predicted = 0.5 * PREF * ((w * profile_slope) @ r @ (w * profile_slope))
assert abs(non_b - non_g - non_predicted) < 1e-8 * abs(non_g)
assert abs(non_predicted) > 1e-4 * abs(non_g)
one_g, _, one_b = integrate(ang, w * profile, ang, w)
assert abs(one_b - one_g) < 1e-8 * abs(one_g)

# --- report ---------------------------------------------------------------
print(f"radius of loop 1: {radius1:.2f} m")
print(f"radius of loop 2: {radius2:.2f} m")
print("center of loop 2 (x, y, z):", *[f"{x:.2f}" for x in center2], "m")
print(f"tilt of loop 2: {np.degrees(tilt):.0f} degrees")
print(f"currents I1, I2: {current1:.1f}, {current2:.1f} A")
print(f"smallest distance between sites: {r.min():.4f} m")
print(f"sample pair, angles on loops 1, 2: {th0:.1f}, {ph0:.1f} rad")
print(f"  distance r: {distance(th0, ph0):.5f} m")
print(f"  Gaunt-like kernel G: {g0:.5f} 1/m")
print(f"  radial kernel R: {q0:.5f} 1/m")
print(f"  Breit-like kernel B: {b0:.5f} 1/m")
print(f"  B - G: {b0 - g0:.5f} 1/m")
print(f"  half mixed derivative of r: {0.5 * mixed:.5f} 1/m")
print(f"M from Gaunt-like kernel: {M_gaunt * 1e9:.6f} nH")
print(f"M from radial kernel alone: {M_radial * 1e9:.6f} nH")
print(f"M from Breit-like kernel: {M_breit * 1e9:.6f} nH")
print(f"M from Biot-Savart flux: {M_flux * 1e9:.6f} nH")
print(f"M*I1*I2: {L_neumann * 1e9:.4f} nJ")
print(f"charges per loop in carrier sum: {n_sites}")
print(f"number of random velocity draws: {n_draws}")
print(f"drift speed: {drift:.1e} m/s")
print(f"thermal spread per component: {drift:.1e} m/s")
print(f"drift speed / c: {drift / light_speed:.2e}")
print(f"charge of each bunch, loop 1: {charge1 * 1e9:.4f} nC")
print(f"charge of each bunch, loop 2: {charge2 * 1e9:.4f} nC")
print(f"mean Darwin sum: {L_mean * 1e9:.2f} nJ")
print(f"standard error of that mean: {L_error * 1e9:.2f} nJ")
print(f"dM/dz: {slope * 1e9:.4f} nH/m")
print(f"z force from I1*I2*dM/dz: {force_gradient * 1e6:.5f} uN")
print(f"z force from Lorentz law: {force_lorentz * 1e6:.5f} uN")
print(f"two half loops, Gaunt-like: {open_g * 1e9:.5f} nH")
print(f"two half loops, Breit-like: {open_b * 1e9:.5f} nH")
print(f"  difference B - G: {(open_b - open_g) * 1e9:.5f} nH")
print(f"  sum of end-point distances with signs: {corners:.6f} m")
print(f"  difference from end points: {open_predicted * 1e9:.5f} nH")
print(f"full loop 1, half loop 2, Gaunt-like: {mix_g * 1e9:.5f} nH")
print(f"full loop 1, half loop 2, Breit-like: {mix_b * 1e9:.5f} nH")
print("nonuniform profile on both loops: 1 + 0.5 cos(angle)")
print(f"  Gaunt-like integral: {non_g * 1e9:.5f} nH")
print(f"  Breit-like integral: {non_b * 1e9:.5f} nH")
print(f"  difference B - G: {(non_b - non_g) * 1e9:.5f} nH")
print(f"  predicted from current slopes: {non_predicted * 1e9:.5f} nH")
print("same profile on loop 1 only, loop 2 uniform:")
print(f"  Gaunt-like integral: {one_g * 1e9:.5f} nH")
print(f"  Breit-like integral: {one_b * 1e9:.5f} nH")
print("success")
```

Running it gives:

```
radius of loop 1: 0.10 m
radius of loop 2: 0.06 m
center of loop 2 (x, y, z): 0.03 0.00 0.05 m
tilt of loop 2: 30 degrees
currents I1, I2: 2.0, 3.0 A
smallest distance between sites: 0.0269 m
sample pair, angles on loops 1, 2: 0.7, 2.0 rad
  distance r: 0.09295 m
  Gaunt-like kernel G: 2.03348 1/m
  radial kernel R: 3.89704 1/m
  Breit-like kernel B: 2.96526 1/m
  B - G: 0.93178 1/m
  half mixed derivative of r: 0.93178 1/m
M from Gaunt-like kernel: 51.895750 nH
M from radial kernel alone: 51.895750 nH
M from Breit-like kernel: 51.895750 nH
M from Biot-Savart flux: 51.895750 nH
M*I1*I2: 311.3745 nJ
charges per loop in carrier sum: 400
number of random velocity draws: 2000
drift speed: 1.0e+05 m/s
thermal spread per component: 1.0e+05 m/s
drift speed / c: 3.34e-04
charge of each bunch, loop 1: 31.4159 nC
charge of each bunch, loop 2: 28.2743 nC
mean Darwin sum: 312.20 nJ
standard error of that mean: 0.62 nJ
dM/dz: -923.5471 nH/m
z force from I1*I2*dM/dz: -5.54128 uN
z force from Lorentz law: -5.54128 uN
two half loops, Gaunt-like: 34.72609 nH
two half loops, Breit-like: 25.21489 nH
  difference B - G: -9.51119 nH
  sum of end-point distances with signs: -0.190224 m
  difference from end points: -9.51119 nH
full loop 1, half loop 2, Gaunt-like: 25.94788 nH
full loop 1, half loop 2, Breit-like: 25.94788 nH
nonuniform profile on both loops: 1 + 0.5 cos(angle)
  Gaunt-like integral: 90.78621 nH
  Breit-like integral: 84.65987 nH
  difference B - G: -6.12634 nH
  predicted from current slopes: -6.12634 nH
same profile on loop 1 only, loop 2 uniform:
  Gaunt-like integral: 62.83808 nH
  Breit-like integral: 62.83808 nH
success
```
